**Boxcar against delta-shaped transmission at fixed thermoelectric power**

For elastic two-terminal transport with transmission 0 ≤ τ(E) ≤ N, the most efficient engine at a given power P ≤ P_max has a boxcar transmission; Carnot efficiency is approached only as P → 0. Here N counts channels including spin, Δ is the cold minus the hot chemical potential, η_C is the Carnot efficiency, and the lower edge of the box is Δ/η_C. The program asserts that linear programming over binned transmissions, at 10% of P_max and three biases, reproduces the boxcar and its heat current. It also asserts the upper-edge condition, the maximum power, the low-power laws for the boxcar and for a Lorentzian level, and the narrow-line estimates of ZT and power. With a parallel heat leak, it asserts that the upper edge equals Δ divided by the total efficiency, and that no binned transmission on a scan of biases does better within tolerance. For reservoirs at 600 K and 300 K with N = 2, P_max is 16.4 nW. At 10% of this power the boxcar reaches an efficiency of 0.442 and the best Lorentzian 0.305. With a 20 nW leak the best boxcar reaches 0.202, while a 1 meV line reaches only 0.007.

## Verification by program

```python
"""Efficiency of a two-terminal thermoelectric engine at given power.
Result under test: among all transmissions 0 <= T(E) <= N, a boxcar gives the
largest efficiency at fixed power; a narrow line is best only at zero power.
E: energy from the hot chemical potential; bias: mu_cold - mu_hot;
gap: f_hot - f_cold; x: energy where gap = 0, equal to bias/ETA.
Energies are in k*T_hot, power and heat flow in N*(k*T_hot)^2/h.
excess: (ETA*heat - power)/power, so efficiency = ETA/(1 + excess).
"""
import numpy as np
from scipy import constants as sc
from scipy.special import expit
from scipy.optimize import brentq, linprog, minimize, minimize_scalar

T_HOT, T_COLD, CHANNELS = 600.0, 300.0, 2
R = T_COLD / T_HOT
ETA = 1 - R
MEV = sc.k * T_HOT / sc.e * 1e3
NW = CHANNELS * (sc.k * T_HOT) ** 2 / sc.h * 1e9
GL_X, GL_W = np.polynomial.legendre.leggauss(100)
NM = dict(xatol=1e-8, fatol=1e-11, maxiter=900, maxfev=900)


def gap(E, bias):
    return expit(-E) - expit(-(E - bias) / R)


def thermal(E):
    return expit(E) * expit(-E)


def nodes(lo, hi):
    return (lo + hi) / 2 + (hi - lo) / 2 * GL_X, (hi - lo) / 2 * GL_W


def box(lo, hi, bias):
    """Power, heat and relative excess for full transmission on [lo, hi]."""
    E, w = nodes(lo, hi)
    flow = w * gap(E, bias)
    power = bias * flow.sum()
    waste = ETA * ((E - bias / ETA) * flow).sum()
    return power, (E * flow).sum(), waste / power


def box_width(power, x):
    """Width of the box starting at x that delivers the given power."""
    bias = ETA * x
    if box(x, x + 40, bias)[0] <= power:
        return None
    s = brentq(lambda q: box(x, x + np.exp(q), bias)[0] / power - 1,
               np.log(1e-7), np.log(40), xtol=1e-13)
    return np.exp(s)


def best_box(power):
    def cost(x):
        width = box_width(power, x)
        return 1e3 if width is None else box(x, x + width, ETA * x)[2]
    grid = np.linspace(0.3, 8, 80)
    i = int(np.argmin([cost(x) for x in grid]))
    assert 0 < i < len(grid) - 1
    res = minimize_scalar(cost, bounds=(grid[i - 1], grid[i + 1]),
                          method="bounded", options=dict(xatol=1e-10))
    return res.x, box_width(power, res.x), res.fun


def lorentz(x, d, gamma):
    """Power and excess for a unit-height Lorentzian centred at x + d."""
    u = np.linspace(-1, 1, 401) * np.arcsinh(120 / gamma)
    y = gamma / 2 * np.sinh(u)
    flow = gamma / 2 / np.cosh(u) * (u[1] - u[0]) * gap(x + d + y, ETA * x)
    power = ETA * x * flow.sum()
    return power, ETA * ((d + y) * flow).sum() / power


def best_lorentz(power):
    gammas = np.geomspace(0.5 * power, 20, 60)

    def cost(v):
        x, d = v[0], np.exp(v[1])
        if not 0.2 < x < 12 or d > 12:
            return 50.0
        for a, b in zip(gammas[:-1], gammas[1:]):
            if lorentz(x, d, b)[0] > power:
                q = brentq(lambda s: lorentz(x, d, np.exp(s))[0] / power - 1,
                           np.log(a), np.log(b), xtol=1e-13)
                return np.log(lorentz(x, d, np.exp(q))[1])
        return 50.0
    starts = [(x, np.log(c * power ** (1 / 3)))
              for x in (1.5, 2.5, 3.5) for c in (0.5, 1, 2, 4, 8)]
    res = minimize(cost, min(starts, key=cost), method="Nelder-Mead",
                   options=NM)
    assert res.fun < 40
    return np.exp(res.fun)


# Maximum power: closed form against a sum over every favourable energy bin
top = minimize_scalar(lambda x: -x * np.log1p(np.exp(-x)),
                      bounds=(0.2, 5), method="bounded",
                      options=dict(xatol=1e-10))
A, x_top = -top.fun, top.x
P_MAX = A * ETA ** 2
fine = np.arange(-10, 30, 0.01) + 0.005
binned = max(b * np.maximum(gap(fine, b), 0).sum() * 0.01
             for b in np.linspace(0.1, 2, 400))
assert abs(binned / P_MAX - 1) < 1e-3
eff_top = ETA / (1 + box(x_top, x_top + 40, ETA * x_top)[2])
print(f"hot, cold temperature: {T_HOT:.0f}, {T_COLD:.0f} K; N = {CHANNELS}")
print(f"k*T_hot = {MEV:.3f} meV; power unit = {NW:.2f} nW")
print(f"Carnot efficiency = {ETA:.4f}")
print(f"A = {A:.5f} at x = {x_top:.5f}")
print(f"maximum power = {P_MAX * NW:.3f} nW")
print(f"efficiency at maximum power = {eff_top:.4f}")

# Linear response of a narrow line: large ZT, small power factor
eps, w_line = 2.4, 0.1
E, w = nodes(eps - w_line / 2, eps + w_line / 2)
L0, L1, L2 = [(w * E ** n * thermal(E)).sum() for n in range(3)]
zt, factor = L1 ** 2 / (L0 * L2 - L1 ** 2), L1 ** 2 / L0
assert abs(zt / (12 * eps ** 2 / w_line ** 2) - 1) < 0.01
assert abs(factor / (eps ** 2 * w_line * thermal(eps)) - 1) < 0.01


def step_factor(x):
    E, w = nodes(x, x + 40)
    return (w * E * thermal(E)).sum() ** 2 / (w * thermal(E)).sum()


best_factor = -minimize_scalar(lambda x: -step_factor(x), bounds=(0.1, 5),
                               method="bounded").fun
assert abs(best_factor / (4 * A) - 1) < 1e-5
print(f"line at {eps} kT, width {w_line} kT: ZT = {zt:.0f}")
print(f"its power factor / best step = {factor / best_factor:.4f}")

# Optimal boxcars and the condition on the upper edge
print("boxcar: P/Pmax, P(nW), bias, E0, E1 (meV), eff, eff/Carnot")
box_eff = {}
for frac in (0.01, 0.1, 0.5, 0.9):
    x, width, excess = best_box(frac * P_MAX)
    bias, hi, step = ETA * x, x + width, 1e-4
    up, down = box(x, hi, bias + step), box(x, hi, bias - step)
    edge = bias * (up[1] - down[1]) / (up[0] - down[0])
    assert abs(edge / hi - 1) < 1e-3
    box_eff[frac] = ETA / (1 + excess)
    assert eff_top < box_eff[frac] < ETA
    print(f"{frac:.2f} {frac * P_MAX * NW:.4f} {bias * MEV:.2f} "
          f"{x * MEV:.2f} {hi * MEV:.2f} {box_eff[frac]:.4f} "
          f"{box_eff[frac] / ETA:.4f}")

# All binned transmissions at fixed power, by linear programming
target = 0.1 * P_MAX
x_opt = best_box(target)[0]
h_bin = 0.025
edges = np.arange(-10, 20 + h_bin / 2, h_bin)
mid = (edges[1:] + edges[:-1]) / 2
lp_heat = []
for scale in (0.7, 1.0, 1.4):
    x = scale * x_opt
    flow = gap(mid, ETA * x) * h_bin
    lp = linprog(mid * flow, A_eq=[ETA * x * flow], b_eq=[target],
                 bounds=(0, 1), method="highs")
    assert lp.status == 0
    hi = x + box_width(target, x)
    heat = box(x, hi, ETA * x)[1]
    assert abs(lp.fun / heat - 1) < 1e-3
    shape = np.clip(np.minimum(edges[1:], hi) - np.maximum(edges[:-1], x),
                    0, None) / h_bin
    mismatch = np.abs((lp.x - shape) * flow).sum() / (target / (ETA * x))
    assert mismatch < 0.01
    lp_heat.append(lp.fun)
    print(f"LP at bias {ETA * x * MEV:.2f} meV: eff {target / lp.fun:.4f}, "
          f"boxcar {target / heat:.4f}")
assert lp_heat[1] == min(lp_heat)

# Low-power law of the boxcar
cube = minimize_scalar(lambda x: -x ** 3 * thermal(x), bounds=(1, 8),
                       method="bounded")
B = -cube.fun
coefficient = 2 / 3 * np.sqrt(2 * A / B)
excess = best_box(1e-6 * P_MAX)[2]
loss = excess / (1 + excess)
law = coefficient * np.sqrt(R * 1e-6)
assert abs(loss / law - 1) < 0.01
print(f"B = {B:.5f} at x = {cube.x:.4f}; coefficient = {coefficient:.4f}")
print(f"boxcar loss at 1e-6 Pmax: {loss:.4e}, law {law:.4e}")


# Lorentzian level: low-power law against full optimization
def lorentz_law(power):
    def cost(x):
        slope = thermal(x) * ETA / R
        C = 0.0
        for lo, hi in ((x - 40, x), (x, x + 40)):
            E, w = nodes(lo, hi)
            C += (w * gap(E, ETA * x) / (E - x)).sum()
        K = power * C / (np.pi ** 2 * ETA * x * slope ** 2)
        return 1.5 * (2 * K) ** (1 / 3) / x
    return minimize_scalar(cost, bounds=(1, 8), method="bounded").fun


errors = []
for frac in (1e-6, 1e-9):
    found, law = best_lorentz(frac * P_MAX), lorentz_law(frac * P_MAX)
    errors.append(abs(found / law - 1))
    print(f"Lorentzian excess at {frac:.0e} Pmax: {found:.4e}, law {law:.4e}")
assert errors[1] < 0.05 and errors[1] < errors[0]
for frac in (0.01, 0.1):
    eff = ETA / (1 + best_lorentz(frac * P_MAX))
    assert eff < box_eff[frac]
    print(f"best Lorentzian at {frac:.2f} Pmax: eff {eff:.4f}, "
          f"eff/Carnot {eff / ETA:.4f}")
peak = minimize(lambda v: -lorentz(v[0], v[1], np.exp(v[2]))[0],
                [1.5, 1.0, 0.5], method="Nelder-Mead", options=NM)
assert 0.1 * P_MAX < -peak.fun < P_MAX
print(f"Lorentzian maximum power / Pmax = {-peak.fun / P_MAX:.4f}")

# A line of width 1 meV: its greatest power is proportional to its width
w_line = 1 / MEV
line = minimize(lambda v: -box(v[0] - w_line / 2, v[0] + w_line / 2, v[1])[0],
                [2.5, 0.8], method="Nelder-Mead", options=NM)
point = minimize(lambda v: -v[1] * gap(v[0], v[1]), [2.5, 0.8],
                 method="Nelder-Mead", options=NM)
assert abs(line.fun / (w_line * point.fun) - 1) < 1e-3
line_heat = box(line.x[0] - w_line / 2, line.x[0] + w_line / 2, line.x[1])[1]
print(f"1 meV line: greatest power {-line.fun * NW:.4f} nW")
print(f"fraction of Pmax {-line.fun / P_MAX:.4f}, "
      f"eff there {-line.fun / line_heat:.4f}")

# Parallel heat leak fixed by the two temperatures
leak_nw = 20.0
leak = leak_nw / NW


def leaky(lo, hi, bias):
    power, heat, _ = box(lo, hi, bias)
    return power / (heat + leak)


res = minimize(lambda v: -leaky(v[0], v[0] + np.exp(v[1]), ETA * v[0]),
               [2.0, 0.7], method="Nelder-Mead", options=NM)
x, hi, eff = res.x[0], res.x[0] + np.exp(res.x[1]), -res.fun
assert abs(hi / (ETA * x / eff) - 1) < 1e-3
bound = max(np.maximum((b - eff * fine) * gap(fine, b), 0).sum() * 0.01
            for b in ETA * np.linspace(0.3, 6, 500))
assert abs(bound / (eff * leak) - 1) < 2e-3
thin = minimize(lambda v: -leaky(v[0] - w_line / 2, v[0] + w_line / 2, v[1]),
                [2.5, 0.8], method="Nelder-Mead", options=NM)
assert -thin.fun < eff
print(f"heat leak {leak_nw:.0f} nW: best total eff {eff:.4f}")
print(f"its bias {ETA * x * MEV:.2f}, E0 {x * MEV:.2f}, "
      f"E1 {hi * MEV:.2f} meV")
print(f"its power {box(x, hi, ETA * x)[0] * NW:.3f} nW")
print(f"bias/eff = {ETA * x / eff * MEV:.2f} meV")
print(f"1 meV line with this leak: best total eff {-thin.fun:.5f}")
print("done: every assertion held")
```

Running it gives:

```
hot, cold temperature: 600, 300 K; N = 2
k*T_hot = 51.704 meV; power unit = 207.13 nW
Carnot efficiency = 0.5000
A = 0.31635 at x = 1.14455
maximum power = 16.381 nW
efficiency at maximum power = 0.2080
line at 2.4 kT, width 0.1 kT: ZT = 6911
its power factor / best step = 0.0347
boxcar: P/Pmax, P(nW), bias, E0, E1 (meV), eff, eff/Carnot
0.01 0.1638 80.64 161.27 170.12 0.4827 0.9654
0.10 1.6381 73.38 146.76 177.83 0.4421 0.8842
0.50 8.1906 57.99 115.99 211.89 0.3511 0.7022
0.90 14.7431 42.37 84.74 324.41 0.2627 0.5255
LP at bias 51.37 meV: eff 0.4354, boxcar 0.4355
LP at bias 73.38 meV: eff 0.4421, boxcar 0.4421
LP at bias 102.73 meV: eff 0.4331, boxcar 0.4331
B = 1.23354 at x = 3.2436; coefficient = 0.4775
boxcar loss at 1e-6 Pmax: 3.3769e-04, law 3.3761e-04
Lorentzian excess at 1e-06 Pmax: 7.3696e-03, law 7.2978e-03
Lorentzian excess at 1e-09 Pmax: 7.3049e-04, law 7.2978e-04
best Lorentzian at 0.01 Pmax: eff 0.4168, eff/Carnot 0.8336
best Lorentzian at 0.10 Pmax: eff 0.3045, eff/Carnot 0.6090
Lorentzian maximum power / Pmax = 0.3590
1 meV line: greatest power 0.1488 nW
fraction of Pmax 0.0091, eff there 0.2963
heat leak 20 nW: best total eff 0.2017
its bias 50.17, E0 100.35, E1 248.79 meV
its power 11.903 nW
bias/eff = 248.79 meV
1 meV line with this leak: best total eff 0.00726
done: every assertion held
```
